\section*{Blocked-End Stress and the Inverse-Square Current Law for Void Nucleation, part 2}

Current of density $j$ drives atoms along a metal line from its cathode end, $x=0$, which is blocked to atoms. When does the tension there nucleate a void? Here $x$ runs along the electron flow, stress $\sigma$ is positive in tension, and units are SI. The wind force on an atom is $F=Ze\rho j$, with $Z$ the effective charge number's magnitude, $e$ the elementary charge and $\rho$ the resistivity. $D$ is the atomic diffusivity, $\Omega$ the atomic volume, $B$ the effective modulus, $k_BT$ the thermal energy and $a$ the jump length; drift linear in force requires $Fa\ll k_BT$. The atomic flux $J$ and atom density $C$ obey
\begin{equation}
J=\frac{D}{\Omega k_BT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right),
\label{eq:flux}
\end{equation}
\begin{equation}
d\sigma=-B\Omega\,dC .
\label{eq:elastic}
\end{equation}
With $\kappa=DB\Omega/(k_BT)$ and $G=Ze\rho j/\Omega$, atom conservation gives Korhonen's equation,
\begin{equation}
\frac{\partial\sigma}{\partial t}
=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+G\right)\right].
\label{eq:korhonen}
\end{equation}
Constant current starts at $t=0$, when the stress is uniformly $\sigma_0$. For constant $\kappa$, $w=\partial\sigma/\partial x+G$ diffuses with kernel $K(s,t)=e^{-s^2/4\kappa t}/\sqrt{4\pi\kappa t}$. In a long line, with $z=x/(2\sqrt{\kappa t})$ and $\mathrm{erfc}\,z=1-\mathrm{erf}\,z$,
\begin{equation}
\sigma-\sigma_0=G\left[2\sqrt{\frac{\kappa t}{\pi}}\,e^{-x^2/4\kappa t}
-x\,\mathrm{erfc}\!\left(\frac{x}{2\sqrt{\kappa t}}\right)\right].
\label{eq:profile}
\end{equation}
This equals $2G\sqrt{\kappa t}\,\mathrm{ierfc}\,z$, where
\begin{align}
\mathrm{ierfc}\,z&\equiv\int_z^\infty\mathrm{erfc}\,u\,du
=\left[u\,\mathrm{erfc}\,u\right]_z^\infty+\frac2{\sqrt\pi}\int_z^\infty u e^{-u^2}du\notag\\
&=-z\,\mathrm{erfc}\,z+\frac{e^{-z^2}}{\sqrt\pi} .
\label{eq:ierfc}
\end{align}
Its time derivative and the stress balance are
\begin{equation}
\frac{\partial\sigma}{\partial t}=G e^{-z^2}\left[\sqrt{\frac{\kappa}{\pi t}}
+\frac{x^2}{2\sqrt\pi\,t\sqrt{\kappa t}}-\frac{x^2}{2\sqrt\pi\,t\sqrt{\kappa t}}\right]
=G\sqrt{\frac{\kappa}{\pi t}}\,e^{-z^2},
\label{eq:rate}
\end{equation}
\begin{equation}
\frac{d}{dt}\int_0^\infty(\sigma-\sigma_0)\,dx=\kappa G,
\qquad
\int_0^\infty(\sigma-\sigma_0)\,dx=\kappa Gt .
\label{eq:balance}
\end{equation}
Dividing the last integral by $B\Omega$ gives the atoms lost per unit cross-section.

\section{Nucleation time and the limits of the inverse-square law}

\textbf{Q.} Before we discuss voids, which results are you carrying forward?

\textbf{A.} Distance $x$ is measured from the blocked cathode end along the electron flow, and tension is positive. The wind force is $Ze\rho j$, the stress diffusivity is $\kappa=DB\Omega/(k_BT)$, and $G=Ze\rho j/\Omega$. The driving gradient $w=\partial\sigma/\partial x+G$ obeys the diffusion equation, starts at $G$ and vanishes at a blocked end; also $\partial\sigma/\partial t=\kappa\,\partial w/\partial x$. In a long line with initial stress $\sigma_0$, the slope is $-G\,\mathrm{erfc}(x/2\sqrt{\kappa t})$ and the end stress rises by $2G\sqrt{\kappa t/\pi}$.

\textbf{Q.} When and where does the void appear?

\textbf{A.} With uniform $\kappa$ the slope is negative throughout the line, so the tension is greatest at $x=0$. In a real line $D$ can vary with microstructure; where a slowly diffusing stretch feeds a much faster one, atoms are lost at the junction and the tension can peak there instead. We assume that a void nucleates there when the stress reaches $\sigma_c$, and put $\Delta\sigma=\sigma_c-\sigma_0>0$. At the nucleation time $t_n$,
\begin{equation}
\Delta\sigma=2G\sqrt{\frac{\kappa t_n}{\pi}}
\quad\Longrightarrow\quad
\Delta\sigma^2=\frac{4G^2\kappa t_n}{\pi}
\quad\Longrightarrow\quad
t_n=\frac{\pi\Delta\sigma^2}{4\kappa G^2}.
\end{equation}
In terms of the original constants,
\begin{equation}
\kappa G^2=\frac{DB\Omega}{k_BT}\,\frac{(Ze\rho j)^2}{\Omega^2}
=\frac{DB(Ze\rho j)^2}{\Omega k_BT},
\end{equation}
and therefore
\begin{equation}
t_n=\frac{\pi\,\Omega k_BT\,\Delta\sigma^2}{4DB\,(Ze\rho j)^2}\ \propto\ j^{-2}.
\label{eq:tn}
\end{equation}
This is the time to nucleation. Growth of the void to a size that harms the line takes further time, which is not included.

\textbf{Q.} The last proportionality hides a great deal. What if the other quantities change with $j$?

\textbf{A.} Then the exponent changes. Write $t_n=A/j^2$. The local exponent is
\begin{equation}
-\frac{d\ln t_n}{d\ln j}=2-\frac{d\ln A}{d\ln j}.
\end{equation}
It equals 2 if $A$ is independent of $j$. Joule heating breaks this condition: it makes $T$, and with it $D$, depend on $j$. Likewise, $\sigma_0$ and $\sigma_c$ must be the same in all the tests compared.

\textbf{Q.} Diffusion can also depend on stress. Does that destroy the law?

\textbf{A.} It changes the factor $\pi/4$, but not the exponent in a long line. Suppose $\kappa=\kappa(\sigma)$, and introduce $X=Gx$ and $\tau=G^2t$. Each derivative in $x$ supplies one factor $G$, and the derivative in $t$ supplies $G^2$. Korhonen's equation becomes
\begin{equation}
\frac{\partial\sigma}{\partial\tau}
=\frac{\partial}{\partial X}\left[\kappa(\sigma)\left(\frac{\partial\sigma}{\partial X}+1\right)\right],
\end{equation}
with $\partial\sigma/\partial X=-1$ at the end and $\sigma=\sigma_0$ initially and far away. No $G$ remains. The critical stress is reached at some fixed $\tau$, so $t_n\propto G^{-2}$ again.

\textbf{Q.} Put numbers in. I want to see whether the times and distances are sensible.

\textbf{A.} Take round model parameters: $T=500$~K, $D=1.0\times10^{-16}$~m$^2$/s, $B=3.0\times10^{10}$~Pa, $\Omega=1.2\times10^{-29}$~m$^3$, $Z=4$, $\rho=4.0\times10^{-8}$~$\Omega$\,m and $j=1.0\times10^{10}$~A/m$^2$. This $D$ is many orders of magnitude above lattice diffusion in copper or aluminium at 500~K; it stands for transport along fast paths such as interfaces and grain boundaries, averaged over the cross-section. The initial stress is 100~MPa and the critical stress 300~MPa, so $\Delta\sigma=200$~MPa. With $k_BT=6.903\times10^{-21}$~J and $F=2.563\times10^{-16}$~N,
\begin{align}
\kappa&=\frac{(1.0\times10^{-16})(3.0\times10^{10})(1.2\times10^{-29})}{6.903\times10^{-21}}
=5.215\times10^{-15}\ \mathrm{m^2/s},\\
G&=\frac{2.563\times10^{-16}}{1.2\times10^{-29}}
=2.136\times10^{13}\ \mathrm{Pa/m},\\
t_n&=\frac{\pi(200\times10^6)^2}{4(5.215\times10^{-15})(2.136\times10^{13})^2}
=1.32\times10^4\ \mathrm{s}\approx3.7\ \mathrm{h}.
\end{align}
For a jump length $a=\Omega^{1/3}$, the energy bias per jump $Fa$ is $8.5\times10^{-6}\,k_BT$, so the weak-force approximation is safe. Constant $\kappa$ is a rougher approximation: $\Omega\Delta\sigma/(k_BT)\approx0.35$, so a $D$ proportional to $e^{\Omega\sigma/k_BT}$ would change by about 40\% over the stress rise, which shifts the prefactor of $t_n$ but not the exponent. The length $\sqrt{\kappa t_n}$ is 8.3~$\mu$m. At $t_n$ the stress rise is 200~MPa at the end, 55~MPa at 10~$\mu$m and 9~MPa at 20~$\mu$m.

The metal moved, expressed as a thickness, is the number of atoms lost per unit area times $\Omega$. By the stress balance this is $\kappa Gt_n/B$, or 49~nm. The missing fraction at the end is $\Delta\sigma/B=0.67\%$, small enough for linear elasticity to be reasonable.

\textbf{Q.} So far the formula has been checked against itself. Is there evidence that does not use the error function?

\textbf{A.} Divide a 100~$\mu$m line into cells, let neighbouring cells exchange atoms according to the flux law, and block both ends. The stress in each cell follows from its atom count. At $5\times10^9$, $1\times10^{10}$ and $2\times10^{10}$~A/m$^2$ this balance gives nucleation times of $5.28\times10^4$, $1.32\times10^4$ and $3.30\times10^3$~s. They agree with Eq.~\eqref{eq:tn} to within 0.05\% of its value, and the exponents between successive currents differ from 2 by less than 0.001. The numerical output following the text gives further digits.

\textbf{Q.} That line had a second end. Why did it not matter, and when would it?

\textbf{A.} Let the other end, $x=L$, be blocked too. Now $w$ vanishes at both ends, so expand it in $\sin(n\pi x/L)$. The coefficients of the initial constant $G$ are
\begin{equation}
\frac2L\int_0^LG\sin\frac{n\pi x}{L}\,dx=\frac{2G}{n\pi}(1-\cos n\pi),
\end{equation}
which is $4G/(n\pi)$ for odd $n$ and zero for even $n$. Diffusion multiplies each mode by $e^{-n^2\pi^2\kappa t/L^2}$. Let $E(t)=\sigma(0,t)-\sigma_0$. Differentiating the series at $x=0$,
\begin{equation}
\frac{dE}{dt}=\kappa\left.\frac{\partial w}{\partial x}\right|_{0}
=\frac{4G\kappa}{L}\sum_{n\ \mathrm{odd}}e^{-n^2\pi^2\kappa t/L^2},
\label{eq:sine}
\end{equation}
and integrating from zero to $t$,
\begin{equation}
E(t)=\frac{4GL}{\pi^2}\sum_{n\ \mathrm{odd}}\frac{1-e^{-n^2\pi^2\kappa t/L^2}}{n^2}.
\label{eq:finite}
\end{equation}

\textbf{Q.} Does this keep rising?

\textbf{A.} It rises, but towards a ceiling. At late times $w=0$, so the stress is linear with slope $-G$. No atoms have left the line, so the average stress is still $\sigma_0$. A straight profile with that average lies $GL/2$ above $\sigma_0$ at $x=0$. Hence $E(\infty)=GL/2$. Since $dE/dt>0$, the ceiling is not reached at any finite time, and nucleation requires
\begin{equation}
GL>2\Delta\sigma,\qquad\text{or}\qquad
jL>\frac{2\Omega\Delta\sigma}{Ze\rho}.
\label{eq:threshold}
\end{equation}
For the example the threshold product is $1.87\times10^5$~A/m. At the reference current density this means a length of 18.7~$\mu$m.

\textbf{Q.} A threshold does not tell me when the line is long. Where does the square-root law begin to fail?

\textbf{A.} For early times use images. Extend the initial $w$ as an odd function about both ends. The result is a square wave that jumps by $2G(-1)^m$ at $x=mL$, for every integer $m$. Its derivative is a row of point sources, each spreading with the diffusion kernel. At $x=0$,
\begin{equation}
\frac{dE}{dt}=G\sqrt{\frac{\kappa}{\pi t}}\;\theta,\qquad
\theta=1+2\sum_{m=1}^\infty(-1)^me^{-m^2L^2/4\kappa t}.
\label{eq:theta}
\end{equation}
Equation~\eqref{eq:rate} shows that $\sqrt{\kappa/\pi t}\;e^{-x^2/4\kappa t}$ is the time derivative of $2\sqrt{\kappa t}\,\mathrm{ierfc}(x/2\sqrt{\kappa t})$, with $\mathrm{ierfc}$ from Eq.~\eqref{eq:ierfc}. Setting $x=mL$ in each term,
\begin{equation}
E(t)=2G\sqrt{\kappa t}\left[\frac1{\sqrt\pi}
+2\sum_{m=1}^{\infty}(-1)^m\mathrm{ierfc}\!\left(\frac{mL}{2\sqrt{\kappa t}}\right)\right].
\end{equation}
The first image lowers the stress. At the long-line time $t_n$ we have $\sqrt{\kappa t_n}=\sqrt\pi\,\Delta\sigma/(2G)$, so the deficit relative to $\Delta\sigma$ is, to leading order,
\begin{equation}
\delta\simeq2\sqrt\pi\;\mathrm{ierfc}\!\left(\frac{GL}{\sqrt\pi\,\Delta\sigma}\right).
\end{equation}
The ratio $GL/\Delta\sigma$ therefore decides whether a line is long. At 30~$\mu$m the ratio is 3.2 and the full deficit is 0.84\%; at 40~$\mu$m they are 4.3 and 0.04\%. At 100~$\mu$m the ratio is 10.7 and the deficit is lost in rounding.

\textbf{Q.} How does a finite length alter the current exponent?

\textbf{A.} At fixed time $E$ is proportional to $G$, and hence to $j$. Along the condition $E=\Delta\sigma$, small changes obey
\begin{equation}
0=E\,d\ln j+t\frac{\partial E}{\partial t}\,d\ln t,
\qquad
N\equiv-\frac{d\ln t}{d\ln j}=\frac{E}{t\,\partial E/\partial t}.
\label{eq:N}
\end{equation}
For $E\propto\sqrt t$ this gives $N=2$. In a finite line $N>2$.

\textbf{Q.} Greater for every finite length? Show it.

\textbf{A.} Compare lines of lengths $L<L'$ at the same time and current. On $0<x<L$, the difference between their functions $w$, longer minus shorter, starts at zero. It stays zero at $x=0$ and is positive at $x=L$. Diffusion cannot create a negative minimum from such data, so the difference is nowhere negative and its slope at $x=0$ is not negative. Thus $\theta$ does not decrease with $L$. Since $\theta$ depends on $\kappa t/L^2$ alone, it does not increase with time.

It starts at 1 and is below 1 at any $t>0$, because the sum in Eq.~\eqref{eq:theta} alternates with shrinking terms, the first negative. Replacing $\theta$ at earlier times by its final value therefore underestimates the integral:
\begin{equation}
E=\int_0^tG\sqrt{\frac{\kappa}{\pi t'}}\,\theta(t')\,dt'
>2G\sqrt{\frac{\kappa t}{\pi}}\,\theta(t)=2t\frac{\partial E}{\partial t}.
\end{equation}
Equation~\eqref{eq:N} then gives $N>2$. Near the threshold the nucleation time becomes long. There $E$ tends to $GL/2$, while $t\,\partial E/\partial t$ tends to zero by Eq.~\eqref{eq:sine}, so $N$ diverges.

At the reference current density, $N$ is 2.01 for 40~$\mu$m, 2.16 for 30~$\mu$m and 5.8 for 20~$\mu$m. The 20~$\mu$m line takes 1.50 times the long-line time. The cell balance reproduces these exponents to within the tested 0.5\%.

\textbf{Q.} My tests use high current densities and a 100~$\mu$m line, where you find $N=2$. May I extrapolate to service conditions?

\textbf{A.} Not from the exponent alone. Service is usually cooler than an accelerated test, which changes $D$ and the initial stress. Even with these held fixed, the product $jL$ must be checked. At one tenth of the reference current density, the inverse-square law multiplies the time by 100 and predicts $1.32\times10^6$~s, about 15 days. But $G$ has also fallen tenfold, and the ceiling on the stress rise is
\begin{equation}
\frac{GL}{2}=\frac{(2.136\times10^{12})(100\times10^{-6})}{2}\ \mathrm{Pa}
\approx107\ \mathrm{MPa}.
\end{equation}
Nucleation needs 200~MPa. In this model the line does not nucleate a void at any time, although its tests at high current density follow the inverse-square law closely. The law describes a cathode end that has not yet felt the far end. At the lower current density, the tension spreading from one end and the compression spreading from the other meet, and the stress at the cathode levels off below the critical value.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature T = 500 K
diffusivity D = 1.0e-16 m^2/s
effective modulus B = 3.0e+10 Pa
atomic volume Omega = 1.2e-29 m^3
effective charge number magnitude Z = 4
resistivity rho = 4.0e-08 ohm m
reference current density j = 1.0e+10 A/m^2
initial stress = 100 MPa
critical stress = 300 MPa
required stress rise dS = 200 MPa
reference line length L = 100 um
thermal energy kB*T = 6.9032e-21 J
wind force F = 2.5635e-16 N
bias energy per jump / kB*T = 8.502e-06
stress diffusivity kappa = 5.2149e-15 m^2/s
stress gradient G = 2.1362e+13 Pa/m
long-line nucleation time = 1.3201e+04 s = 3.667 h
sqrt(kappa*t_n) = 8.297 um
end stress rise at t_n/4 = 100.0 MPa
missing atom fraction at end at t_n = 6.667e-03
equivalent metal thickness moved by t_n = 49.02 nm
stress rise at t_n, x = 0 um: 200.000 MPa
stress rise at t_n, x = 5 um: 111.076 MPa
stress rise at t_n, x = 10 um: 54.911 MPa
stress rise at t_n, x = 20 um: 9.069 MPa
stress rise at t_n, x = 40 um: 0.042 MPa
largest profile difference, cells vs formula = 0.0028 MPa
j = 5.0e+09 A/m^2: t cells = 5.2803e+04 s, formula = 5.2803e+04 s
j = 1.0e+10 A/m^2: t cells = 1.3199e+04 s, formula = 1.3201e+04 s
j = 2.0e+10 A/m^2: t cells = 3.2987e+03 s, formula = 3.3002e+03 s
current exponents from cell times = 2.0002, 2.0005
L = 20 um: GL/dS = 2.136, t = 1.9759e+04 s, t/t_long = 1.4968, N = 5.7743
  relative stress deficit at long-line t_n = 9.027e-02
L = 30 um: GL/dS = 3.204, t = 1.3443e+04 s, t/t_long = 1.0183, N = 2.1560
  relative stress deficit at long-line t_n = 8.417e-03
L = 40 um: GL/dS = 4.272, t = 1.3212e+04 s, t/t_long = 1.0008, N = 2.0113
  relative stress deficit at long-line t_n = 4.196e-04
L = 100 um: GL/dS = 10.681, t = 1.3201e+04 s, t/t_long = 1.0000, N = 2.0000
  relative stress deficit at long-line t_n = -2.220e-16
critical length at reference j = 18.72 um
critical product jL = 1.8725e+05 A/m
reduced current density = 1.0e+09 A/m^2
inverse-square prediction at reduced j = 1.3201e+06 s = 15.28 days
final end stress rise at reduced j, L = 100 um: 106.81 MPa
\end{verbatim}
